\section*{Core polarization and the angle-dependent electron-pair term in lead precursors}

\section*{Setting}

A large-core pseudopotential for lead keeps four valence electrons and replaces the other 78 electrons, together with the nucleus, by a rigid Pb$^{4+}$ core. A real core deforms in the field of the charges around it. This problem derives the potential that restores this deformation, and then applies it to charge arrangements modelled on molecular lead precursors.

Gaussian units are used, with $e>0$, so an electron has charge $-e$. The core is fixed at the origin, valence electron $i$ is at $\mathbf r_i$, and any other charge, such as a ligand core, is $Q_Be$ at $\mathbf R_B$. The core is a closed shell, hence spherical when undisturbed. At first all outside charges are assumed to lie beyond the core electrons.

\section*{(a) The coupling}

\textbf{Question.} How does the core couple, to lowest order in its size, to the outside charges?

\textbf{Solution.} Let the nucleus have charge $Ze$ and the $N_c$ core electrons positions $\mathbf s_k$. Their Coulomb energy with a charge $q$ at $\mathbf R$ is
\begin{equation}
U=\frac{qZe}{R}-qe\sum_k\frac{1}{|\mathbf R-\mathbf s_k|}.
\end{equation}
For $s_k<R$,
\begin{equation}
\frac{1}{|\mathbf R-\mathbf s_k|}=\frac1R+\frac{\mathbf s_k\cdot\mathbf R}{R^3}+\dots
\end{equation}
With the core dipole $\mathbf d=-e\sum_k\mathbf s_k$ this gives
\begin{equation}
U=\frac{q(Z-N_c)e}{R}+\frac{q\,\mathbf d\cdot\mathbf R}{R^3}+\dots
\end{equation}
The first term, with $Z-N_c=4$, is already in the pseudopotential. In the second, the field of $q$ at the origin appears. The vector from the charge to the origin is $-\mathbf R$, so this field is $-q\mathbf R/R^3$, and the coupling is $-\mathbf d\cdot\mathbf F$. Summing over all charges, with $q=-e$ for electrons,
\begin{equation}
\mathbf F=e\sum_i\frac{\mathbf r_i}{r_i^3}-e\sum_BQ_B\frac{\mathbf R_B}{R_B^3}.
\label{field}
\end{equation}
The field of an electron points towards that electron. The omitted terms couple the quadrupole and higher moments of the core to field gradients. They are smaller by powers of (core radius)/$R$, and part (g) shows what they amount to at short distance.

\section*{(b) Removing the core coordinates}

\textbf{Question.} What potential acts on the valence electrons once the core has responded, and under what condition is it a potential at all?

\textbf{Solution.} Let the core have states $|n\rangle$ with excitation energies $W_n$, and the valence system states $|b\rangle$ with energies $E_b$. The first-order energy of $-\mathbf d\cdot\mathbf F$ vanishes, since $\langle0|\mathbf d|0\rangle=0$ for a spherical core. For valence state $|a\rangle$ the second-order energy is
\begin{equation}
E^{(2)}=-\sum_{n\neq0}\sum_b\frac{|\langle0|\mathbf d|n\rangle\cdot\langle a|\mathbf F|b\rangle|^2}{W_n+E_b-E_a}.
\label{second}
\end{equation}
Suppose that $|E_b-E_a|\ll W_n$ for all valence states that matter. The valence energies can then be dropped from the denominator, and the sum over $b$ is done by closure:
\begin{equation}
\sum_b\langle a|F_k|b\rangle\langle b|F_l|a\rangle=\langle a|F_kF_l|a\rangle .
\end{equation}
What remains of the core is its static polarizability tensor,
\begin{equation}
\alpha_{kl}=2\sum_{n\neq0}\frac{\langle0|d_k|n\rangle\langle n|d_l|0\rangle}{W_n}=\alpha\,\delta_{kl},
\end{equation}
where the last step uses spherical symmetry. Hence $E^{(2)}=\langle a|V|a\rangle$ with
\begin{equation}
V=-\frac{\alpha}{2}\,\mathbf F\cdot\mathbf F .
\label{V}
\end{equation}
Closure has put the square of the \emph{total} field operator inside the expectation value. It is not the square of the mean field.

The factor $\tfrac12$ has a classical reading. A dipole $d$ costs a deformation energy $d^2/2\alpha$ and gains $-dF$. The minimum is at $d=\alpha F$, where the cost is $+\alpha F^2/2$ and the gain $-\alpha F^2$. Half of the gain is spent on deforming the core.

A small quantum model shows how the condition works. Two valence electrons are two-level systems with spacing 1 and fields $f\sigma_x^{(1)}$ and $f\sigma_x^{(2)}$. The core is an oscillator of energy $W$, and $\alpha f^2=0.2$ is held fixed. In the lower valence state $\langle F^2\rangle=2f^2$, and each action of the field raises the valence energy by 1. Equation (\ref{second}) then gives $-0.2\,W/(W+1)$ instead of $-0.2$, so the leading error of $V$ is $0.2/(W+1)$: 0.0095 for $W=20$ and 0.0010 for $W=200$. Diagonalization of the coupled model gives errors in the ground energy of 0.0094 and 0.0010. If the product of the two fields is left out of $F^2$, the error at $W=200$ is 0.019. That product therefore belongs to the fast-core limit.

\section*{(c) Squaring the field}

\textbf{Question.} Expand $V$. Which terms involve two electrons, and how do they depend on the angle $\theta_{ij}$ between $\mathbf r_i$ and $\mathbf r_j$?

\textbf{Solution.} For the electronic part of (\ref{field}),
\begin{equation}
\Big|\sum_i\frac{\mathbf r_i}{r_i^3}\Big|^2=\sum_i\frac{1}{r_i^4}+2\sum_{i<j}\frac{\mathbf r_i\cdot\mathbf r_j}{r_i^3r_j^3},
\end{equation}
because each pair occurs twice in the double sum. Insert $\mathbf r_i\cdot\mathbf r_j=r_ir_j\cos\theta_{ij}$ and multiply by $-\alpha e^2/2$. The factor 2 cancels the $\tfrac12$ in the pair term:
\begin{equation}
V_{\rm el}=-\sum_i\frac{\alpha e^2}{2r_i^4}-\sum_{i<j}\frac{\alpha e^2\cos\theta_{ij}}{r_i^2r_j^2}.
\label{pair}
\end{equation}
The pair term is negative for $\theta_{ij}<90^\circ$, zero at $90^\circ$ and positive beyond. Two electrons on the same side push the core electrons in the same sense; their fields add, and the energy, being quadratic, falls by more than the sum of the separate effects. On opposite sides the fields oppose each other, and the positive pair term takes back part of what the one-electron terms had counted, or all of it at equal radii.

For two electrons at equal radius $r$,
\begin{equation}
V_{\rm el}=-\frac{\alpha e^2}{r^4}\,(1+\cos\theta).
\label{equal}
\end{equation}
The total is never positive, as (\ref{V}) demands, although the pair term can be. The pair term is added to the Coulomb repulsion $e^2/r_{12}$ and does not replace it.

The product of an electron field with that of a charge $Q_Be$ carries the relative minus sign of (\ref{field}):
\begin{equation}
V_{iB}=+\frac{\alpha e^2Q_B\cos\theta_{iB}}{r_i^2R_B^2}.
\label{ligand}
\end{equation}
For a positive ligand core on the same side as the electron the two fields oppose each other, and this term raises the energy. The remaining terms, the squares and mutual products of the ligand fields, contain no electron coordinate but change with molecular geometry.

\section*{(d) Short distances}

\textbf{Question.} Why can (\ref{pair}) not be used down to $r=0$, and how must a cutoff be introduced?

\textbf{Solution.} For an orbital that does not vanish at the nucleus, the expectation value of $1/r^4$ contains $\int_0 r^2\,dr/r^4$, which diverges. The expansion in (a) has failed there, since the electron is inside the core. One remedy multiplies the field of each charge by
\begin{equation}
g(r)=1-e^{-r^2/\rho^2}.
\end{equation}
For $r\ll\rho$, $g\simeq r^2/\rho^2$, so the field of one electron tends to the magnitude $e/\rho^2$ and its energy to
\begin{equation}
V_1(r\to0)=-\frac{\alpha e^2}{2\rho^4}.
\end{equation}
The pair term becomes
\begin{equation}
V_{ij}=-\alpha e^2\,\frac{g(r_i)g(r_j)}{r_i^2r_j^2}\cos\theta_{ij}.
\label{dampedpair}
\end{equation}
The same $g$ has to appear in both places. Take two electrons at equal radius on opposite sides, with $g^2$ in the one-electron terms but no cutoff in the pair term. The total would be $(\alpha e^2/r^4)(1-g^2)>0$, which no expression of the form $-\alpha F^2/2$ can give.

\section*{(e) From the operator to an expectation value}

\textbf{Question.} The sign found in (c) belongs to a fixed geometry. What does the pair term contribute in a quantum state?

\textbf{Solution.} Let $x=\cos\theta_{12}$ have the normalized distribution $P(x)=\tfrac12(1+cx)$ on $[-1,1]$, with $|c|\le1$, at given radii. Then
\begin{equation}
\langle x\rangle=\frac12\int_{-1}^{1}(x+cx^2)\,dx=\frac c3 .
\end{equation}
Independent, uniform directions ($c=0$) give no pair energy. If the electrons avoid each other in angle, $c<0$ and the pair term is on average repulsive.

Spin coupling can fix the sign as well. Put one electron in an $s$ and one in a $p$ orbital, both real, and write $\mathbf f=g\,\mathbf r/r^3$, so that the pair operator is $-\alpha e^2\,\mathbf f_1\cdot\mathbf f_2$. The spatial functions are
\begin{equation}
\Psi_\pm=\frac{1}{\sqrt2}\,[s(1)p(2)\pm p(1)s(2)],
\end{equation}
with the upper sign for the singlet. The two direct contributions are each $\tfrac12\langle s|\mathbf f|s\rangle\cdot\langle p|\mathbf f|p\rangle$ and vanish, because $\mathbf f$ is odd under inversion. The two exchange contributions remain:
\begin{equation}
\langle\Psi_\pm|\mathbf f_1\cdot\mathbf f_2|\Psi_\pm\rangle=\pm|\langle s|\mathbf f|p\rangle|^2 .
\end{equation}
After multiplication by $-\alpha e^2$, the pair term lowers the singlet and raises the triplet of this configuration, to first order in $V$.

\section*{(f) The Pb$^{4+}$ core itself}

\textbf{Question.} Find $\alpha$ and $\rho$ for lead, and examine the angular law on a core whose electrons are treated explicitly.

\textbf{Solution.} The core is computed at the Hartree--Fock level with the def2 scalar-relativistic pseudopotential, which replaces 60 inner electrons and leaves the 18 electrons of the 5s, 5p and 5d shells free to respond. The basis runs from s to g functions. The energy in a weak uniform field, the induced dipole and coupled linear response agree on $3.62$ bohr$^3$, or
\begin{equation}
\alpha=5.36\times10^{-4}\ \mathrm{nm^3}.
\end{equation}

Now place two charges $-e$ at 0.30 nm from the nucleus, and take from the self-consistent energies the part that is not additive in the two charges, leaving out their direct repulsion. This uses no result of (c). The law (\ref{pair}) predicts, with $e^2=1.440$ eV nm,
\begin{equation}
\frac{\alpha e^2}{r^4}=\frac{5.36\times10^{-4}\times1.440}{(0.30)^4}\ \mathrm{eV}=95.3\ \mathrm{meV},
\end{equation}
hence $-47.6$ meV at $60^\circ$ and $+47.6$ meV at $120^\circ$. The self-consistent values are $-45.6$ and $+47.1$ meV. When the second charge at $60^\circ$ is made positive, the term becomes $+46.4$ meV, the sign given by (\ref{ligand}).

At $90^\circ$ the dipole law gives zero, but the linear response of the core gives $+3.9$ meV. The next multipole explains this. The quadrupole response varies as $-P_2(\cos\theta)$, with $P_2(1)=1$ and $P_2(0)=-\tfrac12$. The part of the linear response even in $\cos\theta$ is, at $0^\circ$, $(-103.9+88.0)/2=-7.9$ meV; minus one half of it is $+4.0$ meV. These two values are not fully converged in the basis: with more diffuse functions, more g shells and h functions they become $+4.1$ and $+4.2$ meV, while $\alpha$ stays at $3.62$ bohr$^3$. The change of sign therefore lies slightly below $90^\circ$ at this distance.

For $\rho$, one source is a uniform field and the other a charge at distance $r$ on its axis. The ratio of their computed joint energy to the point-dipole value defines a core function $g_c(r)$. Requiring $g_c(\rho)=1-1/e_{\rm N}$, with $e_{\rm N}=2.718\ldots$ the base of natural logarithms, gives $\rho=0.0855$ nm. At 0.15 nm, $g_c=0.98$ and the model has $g=0.95$; at 0.05 nm the values are 0.16 and 0.29. One Gaussian thus describes the outside well and overstates the field deep in the core, where the one-electron term reaches $-7.2$ eV. That depth is a property of the chosen cutoff, not of lead.

\section*{(g) Charge arrangements in precursors}

\textbf{Question.} Put electrons at 0.15 nm from lead: two on one side, two on opposite sides, and four at the corners of a tetrahedron. What does the pair term do in each case, and how far can the numbers be trusted?

\textbf{Solution.} The common energy scale is
\begin{equation}
\frac{\alpha e^2g^2}{r^4}=\frac{5.36\times10^{-4}\times1.440}{(0.15)^4}\,(0.954)^2\ \mathrm{eV}=1.39\ \mathrm{eV}.
\end{equation}
One electron alone has half of this with a minus sign, $-0.69$ eV.

\emph{Same side.} With $\cos\theta=1$ the one-electron terms give $-1.39$ eV and the pair term another $-1.39$ eV, in total $-2.77$ eV.

\emph{Opposite sides.} The pair term is $+1.39$ eV and the total is zero. The Coulomb repulsion at the separation of 0.30 nm is $1.440/0.30=4.80$ eV, so the pair term is a correction of 29\% of it.

\emph{Tetrahedron.} The four unit vectors $\mathbf u_i$ add to zero. Hence
\begin{equation}
0=\Big|\sum_i\mathbf u_i\Big|^2=4+2\times6\cos\theta ,
\end{equation}
which gives $\cos\theta=-\tfrac13$ for each of the six pairs. Each pair contributes $+1.39/3=+0.46$ eV. The six together give $+2.77$ eV and cancel the four one-electron terms, $-2.77$ eV. Within this model, a calculation that kept the one-electron terms alone would bind this arrangement too strongly by 2.77 eV, and the same-side pair too weakly by 1.39 eV, at fixed radius.

\emph{Beyond the damped dipole.} The linear response of the explicit core to the same point charges, including penetration and the higher multipoles that the basis can describe, gives totals of $-4.20$, $-1.00$ and $-0.64$ eV, in place of $-2.77$, 0 and 0. For opposite charges the odd multipoles cancel and the even ones survive. For the tetrahedron the dipole cancels, and so does the quadrupole, since $\sum_iu_{ik}u_{il}=\tfrac43\delta_{kl}$ has no traceless part; the octupole, which supplies most of the total, remains, together with the small spherical response to penetration and higher multipoles such as $l=4$ and $l=6$ ($l=5$ cancels as well). The sign of the pair term survives. Two coincident charges double the potential and quadruple the energy, so one charge alone has $-4.20/4=-1.05$ eV. The opposite pair then has a pair term of $-1.00+2\times1.05=+1.10$ eV, and the tetrahedron a mean of $(-0.64+4.20)/6=+0.59$ eV per pair. These totals depend on the basis: with more diffuse functions, more g shells and h functions they become $-4.31$, $-1.02$ and $-0.83$ eV, and the two pair terms $+1.13$ and $+0.58$ eV. At 0.15 nm the dipole potential gives the sign of the pair term, but its totals differ from the linear response of the explicit core by roughly 0.6 to 1.5 eV. Response beyond linear order is left out of this comparison. It matters most for the same-side pair, whose fields add: in the larger basis self-consistency raises that total by 0.8 eV, to $-3.5$ eV, and the other two by less than 0.1 eV, and the pair terms keep their signs.

\emph{Other neglected effects.} For a valence excitation energy of 5 eV, a rough size for a molecule, keeping it in the denominator of (\ref{second}) lowers the effective $\alpha$ by 9\%. The first core excitation that carries more than 1\% of $\alpha$ lies near 30 eV, well above 5 eV, which is why the loss is moderate. Second-order M\o ller--Plesset correlation in the core raises $\alpha$ by 3\%. Spin--orbit coupling and exchange between core and valence electrons are left out, and their effect is not estimated here.

\emph{The real case.} The tetrahedron has the geometry of a tetraalkyl lead, and the same-side pair is the extreme limit of a directed lone pair, such as that of a lead(II) precursor, with both electrons at one point. The distance of 0.15 nm is illustrative: the radial density of the 6s electrons in Pb$^{2+}$ peaks closer in, near 0.10 nm, and the energies depend strongly on this distance. Two features of real molecules change the totals. First, electrons are spread out. For a product of distinct orbitals, without exchange, separating the $i=j$ terms gives
\begin{equation}
\Big\langle\Big|\sum_i\mathbf f_i\Big|^2\Big\rangle=\Big|\sum_i\langle\mathbf f_i\rangle\Big|^2+\sum_i\big(\langle f_i^2\rangle-|\langle\mathbf f_i\rangle|^2\big).
\end{equation}
Tetrahedral symmetry removes the first term, but the fluctuations in the second are positive and leave a net polarization energy that the fixed charges lack. For a lone pair, two electrons of opposite spin in one orbital, the same formula makes the pair term $|\langle\mathbf f\rangle|^2/\langle f^2\rangle$ times the one-electron sum. This ratio is 1 for electrons fixed at one point and smaller for an orbital that surrounds the core, so the same-side numbers above overstate the pair term of a real lone pair relative to its one-electron terms. Secondly, the ligands carry charge. A charge $-e$ at 0.23 nm, a rough lead--ligand distance, opposite one electron at 0.15 nm adds $+0.62$ eV by (\ref{ligand}) with cutoffs, against $-0.69$ eV for that electron alone in the same model. As in part (f), the even multipoles reduce this term for equal charges on opposite sides. The term scales with the actual ligand charge. In a lead(II) precursor it has to be kept along with the electron pairs.

Finally, $V$ may be added to a pseudopotential that represents an unrelaxed core. If the pseudopotential was fitted to energies in which the core had already relaxed around a single valence electron, it contains the one-electron part, and adding the whole of $V$ would count that part twice. The values of the model in (b), and those computed for (f) and (g) in the s-to-g basis, are listed in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Coupled model, valence spacing = 1, alpha*field^2 = 0.2
 error of V, core energy 20:  0.00937
 error of V, core energy 200: 0.00098
 error without cross term, core energy 200: 0.01883
Pb4+ core: 18 explicit electrons, 104 basis functions
alpha, field energy:    3.6174 bohr^3
alpha, induced dipole:  3.6178 bohr^3
alpha, linear response: 3.6169 bohr^3 = 5.3597e-04 nm^3
alpha, MP2 field energy: 3.7305 bohr^3
first strong core dipole excitation: 29.56 eV
alpha at valence energy 5.0 eV: 3.2767 bohr^3 (ratio 0.906)
e^2 = 1.43996 eV nm
Pair term, two charges -e at 0.30 nm (meV)
 angle(deg)  point dipole  full linear response
     0         -95.28       -103.85
    60         -47.64        -46.37
    90          -0.00          3.92
   120          47.64         48.37
   180          95.28         87.97
 self-consistent,  60 deg: -45.57 meV
 self-consistent, 120 deg: 47.10 meV
 charges -e and +e, 60 deg: 46.40 meV
 average over directions: -0.0000 meV
cutoff length rho: 1.6157 bohr = 0.08550 nm
 r(nm)   g from core   g model
 0.05      0.1576      0.2896
 0.10      0.7800      0.7454
 0.15      0.9789      0.9539
 0.20      0.9990      0.9958
 0.30      1.0000      1.0000
one-electron term at r -> 0: -7.221 eV
Electrons at 0.15 nm, energies in eV
 one electron alone: -0.6937 eV
 one tetrahedral pair term: 0.4624 eV
 arrangement: one-electron sum, pair sum, total, full core response
 two, same side: -1.3873, -1.3873, -2.7746, -4.1983
 two, opposite: -1.3873, 1.3873, 0.0000, -0.9966
 four, tetrahedral: -2.7746, 2.7746, 0.0000, -0.6387
ligand charge -e at 0.23 nm, opposite one electron: 0.6181 eV
\end{verbatim}
